**Ordered images against mobile charges: the crossover from c^(1/2) to c^(1/3)**

Defects of charge q and concentration c = L^-3 in a dielectric ε with a uniform background have energy -αq²/(2εL) on a cubic lattice and -q²κ/(2ε) in a weakly coupled fluid, where κ² = 4πcl and l = q²/(εkT). The program asserts that an Ewald sum and a direct sum over neutral cubes agree on α, and that the crossing found by quadrature of the screening hole matches c* = [α²/(4πl)]³. It solves the hypernetted-chain equation and asserts the Debye-Hückel limit at weak coupling, an exponent near 1/3 at strong coupling, and agreement with Monte Carlo energies within 2.5% at Γ = 1 and 4. Here Γ = l/a, with a the radius of the sphere holding one defect. The output puts the crossing of the two laws at Γ = 1.03 and the midpoint of the local exponent at Γ = 0.89. For the rough oxide parameters, c* is 1.4 × 10^19 cm^-3. The smallest cell has an image energy of -0.30 eV, against a hypernetted-chain energy of -0.017 eV at 10^18 cm^-3.

## Program and output

```python
# Result under test: charged defects (charge q, concentration c = L^-3) in a
# dielectric eps with a uniform neutralizing background have the mean energy
#   simple cubic order:    E = -alpha q^2 / (2 eps L)        ~ c^(1/3)
#   weakly coupled fluid:  E = -q^2 kappa / (2 eps)          ~ c^(1/2)
# with kappa^2 = 4 pi c l and l = q^2/(eps kT). The laws cross at
#   c* = (alpha^2 / (4 pi l))^3.
# Coupling: Gamma = l/a, where a is the radius of a sphere of volume 1/c.
# The fluid is solved by the hypernetted-chain (HNC) equation and Monte Carlo.
from itertools import product
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.fft import dst
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import erf, erfc

pi = np.pi


def image_potential(points):
    """Potential of a unit-charge cubic lattice (L=1) with background, mean
    zero, minus the bare 1/r of the charge at the origin (Ewald sum)."""
    eta = 2.5
    r = np.maximum(np.linalg.norm(points, axis=1), 1e-9)
    total = -erf(eta * r) / r - pi / eta**2
    for n in product(range(-2, 3), repeat=3):
        if any(n):
            d = np.linalg.norm(points + np.array(n), axis=1)
            total += erfc(eta * d) / d
    for m in product(range(-3, 4), repeat=3):
        if any(m):
            m = np.array(m)
            g2 = 4 * pi**2 * (m @ m)
            total += (4 * pi / g2 * np.exp(-g2 / (4 * eta**2))
                      * np.cos(2 * pi * (points @ m)))
    return total


# ---- Madelung constant: Ewald against a direct sum over neutral cubes ----
alpha = -image_potential(np.zeros((1, 3)))[0]
x, w = np.polynomial.legendre.leggauss(40)
x, w = x / 2, w / 2
face = np.sum(w[:, None] * w / np.sqrt(0.25 + x[:, None]**2 + x**2))
cube_integral = 1.5 * face          # integral of 1/r over a unit cube
half = 30
line = np.arange(-half, half + 1)
dist2 = line[:, None, None]**2 + line[:, None]**2 + line**2
point_sum = np.sum(1 / np.sqrt(dist2[dist2 > 0]))
alpha_direct = (2 * half + 1)**2 * cube_integral - point_sum + pi / 6
assert abs(alpha - alpha_direct) < 1e-3

# quadratic term of the image potential, source of the L^-3 size correction
small = 0.05
curvature = (image_potential(np.array([[small, 0, 0]]))[0] + alpha) / small**2
assert abs(curvature - 2 * pi / 3) < 0.05

# energies of two lattices in units q^2/(eps a), and the lower bound -0.9
a_sc = (3 / (4 * pi))**(1 / 3)
sc_energy = -alpha / 2 * a_sc
centre = np.array([[0.5, 0.5, 0.5]])
psi_centre = image_potential(centre)[0] + 1 / np.sqrt(0.75)
bcc_energy = 0.5 * (-alpha + psi_centre) * (3 / (8 * pi))**(1 / 3)
assert -0.9 < bcc_energy < sc_energy

# ---- symbolic checks of the Debye-Hueckel relations ----
lam, cs, qs, es, ts = sp.symbols('lam c q eps kT', positive=True)
phi = sp.symbols('phi', real=True)
kap = sp.sqrt(4 * sp.pi * qs**2 * cs / (es * ts))
coupled = -lam * qs**2 * kap * sp.sqrt(lam) / (2 * es)
free = sp.integrate(sp.expand(coupled / lam), (lam, 0, 1))
mu_from_density = sp.diff(cs * free, cs)
mu_from_charging = sp.integrate(-lam * qs**2 * kap / es, (lam, 0, 1))
assert sp.simplify(mu_from_density - mu_from_charging) == 0
charge = qs * cs * (sp.exp(-qs * phi / ts) - sp.exp(phi / ts))
response = -sp.diff(charge, phi).subs(phi, 0)
assert sp.simplify(response - qs**2 * cs * (1 + 1 / qs) / ts) == 0

# ---- HNC equation of the fluid, lengths in units of a ----
size = 8191
dr = 120.0 / (size + 1)
r = dr * np.arange(1, size + 1)
dk = pi / ((size + 1) * dr)
k = dk * np.arange(1, size + 1)
density = 3 / (4 * pi)


def solve_hnc(gamma, indirect):
    """Return energy/kT per particle and the short-range indirect function."""
    v_short = gamma * erfc(r) / r
    v_long_k = 4 * pi * gamma / k**2 * np.exp(-k**2 / 4)
    for _ in range(5000):
        h = np.exp(-v_short + indirect) - 1
        direct_k = 2 * pi * dr / k * dst(r * (h - indirect), type=1)
        full_k = direct_k - v_long_k
        h_k = full_k / (1 - density * full_k)
        new = dk / (4 * pi**2 * r) * dst(k * (h_k - direct_k), type=1)
        change = np.max(np.abs(new - indirect))
        indirect = 0.5 * (indirect + new)
        if change < 1e-8:
            break
    assert change < 1e-8
    h = np.exp(-v_short + indirect) - 1
    return 1.5 * gamma * np.sum(r * h) * dr, indirect


gammas = np.geomspace(0.01, 20, 23)
indirect, previous, energies = np.zeros(size), gammas[0], []
for gamma in gammas:
    u, indirect = solve_hnc(gamma, indirect * gamma / previous)
    previous = gamma
    energies.append(u)
energies = np.array(energies)
spline = CubicSpline(np.log(gammas), np.log(-energies))


def hnc_energy(gamma):
    return -np.exp(float(spline(np.log(gamma))))


def exponent(gamma):
    """Local power of c in the energy; c is proportional to Gamma^3."""
    return float(spline(np.log(gamma), 1)) / 3


dh_weak = -np.sqrt(3) / 2 * gammas[0]**1.5
assert abs(energies[0] / dh_weak - 1) < 0.02
assert abs(exponent(0.01) - 0.5) < 0.01
assert 1 / 3 < exponent(20) < 0.37
assert np.all(energies > -0.9 * gammas)
gamma_mid = brentq(lambda g: exponent(g) - 5 / 12, 0.05, 10)
assert 0.3 < gamma_mid < 3

# ---- Monte Carlo with periodic Coulomb forces, many replicas at once ----
rng = np.random.default_rng(7)
particles, replicas, mesh = 50, 60, 48
axis = np.arange(mesh + 1) / (2 * mesh)
grid = np.stack(np.meshgrid(axis, axis, axis, indexing='ij'), -1)
table = image_potential(grid.reshape(-1, 3)).reshape((mesh + 1,) * 3)


def pair_potential(d):
    d = d - np.rint(d)
    cell = np.rint(np.abs(d) * 2 * mesh).astype(int)
    smooth = table[cell[..., 0], cell[..., 1], cell[..., 2]]
    return 1 / np.sqrt(np.sum(d * d, axis=-1)) + smooth


def simulate(gamma, sweeps=160, warmup=40):
    """Energy/kT per particle, and pair energy of the random start (q^2/eps L)."""
    pos = rng.random((replicas, particles, 3))
    strength = gamma * (3 / (4 * pi * particles))**(1 / 3)
    first, second = np.triu_indices(particles, 1)
    pair_sum = pair_potential(pos[:, first] - pos[:, second]).sum(axis=1)
    random_energy = pair_sum.mean() / particles
    samples = []
    for sweep in range(sweeps):
        for i in range(particles):
            others = np.delete(pos, i, axis=1)
            old = pos[:, i].copy()
            trial = old + 0.2 * (rng.random((replicas, 3)) - 0.5)
            change = (pair_potential(trial[:, None] - others)
                      - pair_potential(old[:, None] - others)).sum(axis=1)
            chance = np.exp(np.minimum(0, -strength * change))
            accept = rng.random(replicas) < chance
            pos[accept, i] = trial[accept]
            pair_sum[accept] += change[accept]
        if sweep >= warmup:
            samples.append(pair_sum.mean())
    # 1/(2N): screened fluctuation at zero wavevector, absent in a finite box
    u = strength * (np.mean(samples) / particles - alpha / 2)
    return u + 1 / (2 * particles), random_energy


mc_1, random_energy = simulate(1.0)
mc_4, _ = simulate(4.0)
for gamma, value in ((1.0, mc_1), (4.0, mc_4)):
    assert abs(value / hnc_energy(gamma) - 1) < 0.025
    assert value > -0.9 * gamma
random_fraction = random_energy / (alpha / 2 * particles**(1 / 3))
assert abs(random_fraction) < 0.1

# ---- worked example: oxygen vacancies, regime of reduced ceria (rough) ----
q, eps, temperature, cell_a = 2, 25.0, 1000.0, 5.4
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e10     # eV angstrom
kb = const.k / const.e                                    # eV/K
kT = kb * temperature
bjerrum = q**2 * coulomb / (eps * kT)                     # angstrom
per_cm3 = 1e24                                           # angstrom^-3 to cm^-3


def coupling(c):
    return bjerrum * (4 * pi * c / 3)**(1 / 3)


def lattice_energy(c):
    return -alpha * q**2 * coulomb * c**(1 / 3) / (2 * eps)


def dh_energy(c):
    return -q**2 * coulomb * np.sqrt(4 * pi * c * bjerrum) / (2 * eps)


def hole_integrals(c):
    """Missing charge and energy (eV) by quadrature over the screening hole."""
    kappa = np.sqrt(4 * pi * c * bjerrum)
    end = 40 / kappa
    missing = quad(lambda s: -4 * pi * c * bjerrum * s * np.exp(-kappa * s),
                   0, end)[0]
    inverse = quad(lambda s: -4 * pi * c * bjerrum * np.exp(-kappa * s),
                   0, end)[0]
    return missing, q**2 * coulomb / (2 * eps) * inverse


c_star = (alpha**2 / (4 * pi * bjerrum))**3
log_cross = brentq(lambda y: hole_integrals(np.exp(y))[1]
                   + alpha_direct * q**2 * coulomb * np.exp(y / 3) / (2 * eps),
                   np.log(1e-8), np.log(1e-2))
assert abs(np.exp(log_cross) / c_star - 1) < 0.005
c_real = 1e18 / per_cm3
missing, hole_energy = hole_integrals(c_real)
assert abs(missing + 1) < 1e-6
assert abs(hole_energy / dh_energy(c_real) - 1) < 1e-6
c_mid = 3 / (4 * pi) * (gamma_mid / bjerrum)**3

# neglected effects
contact = np.sqrt(3) / 4 * cell_a
pair_length = q * coulomb / (eps * kT)
binding = quad(lambda s: 4 * pi * s**2 * np.exp(pair_length / s),
               contact, pair_length / 2)[0]


def paired_fraction(c):
    """Mass action: one vacancy binds one of the two polarons per vacancy."""
    return brentq(lambda y: y - binding * c * (1 - y) * (q - y), 0, 1)


rms = 2.0
c_cell = (2 * cell_a)**-3
size_term = 2 * pi / 3 * q**2 * coulomb * rms**2 * c_cell / eps
barrier, attempt = 0.6, 1e13


def rearrangement_time(t):
    hops = (c_star**(-1 / 3) / (cell_a / 2))**2
    return hops / (attempt * np.exp(-barrier / (kb * t)))


print(f"alpha: Ewald {alpha:.5f}, direct sum {alpha_direct:.5f}")
print(f"lattice energy, q^2/(eps a): sc {sc_energy:.5f}, bcc {bcc_energy:.5f}")
print(f"Gamma where DH breaks the -0.9 bound: {(1.8 / np.sqrt(3))**2:.3f}")
print(f"Gamma at crossing of the two laws: {coupling(c_star):.4f}")
print(f"Gamma at local exponent 5/12 (HNC): {gamma_mid:.3f}")
for g in (0.01, 0.1, 1.0, 4.0, 20.0):
    print(f"Gamma {g:5.2f}: HNC E/kT {hnc_energy(g):.5f}, "
          f"DH {-np.sqrt(3) / 2 * g**1.5:.5f}, exponent {exponent(g):.4f}")
print(f"Monte Carlo E/kT: Gamma 1 {mc_1:.4f}, Gamma 4 {mc_4:.4f}")
print(f"random/ordered energy size ratio: {random_fraction:.3f}")
print(f"inputs: q {q}, eps {eps:.0f}, T {temperature:.0f} K, "
      f"lattice parameter {cell_a} angstrom")
print(f"e^2/(4 pi eps0) = {coulomb:.4f} eV angstrom, kT = {kT:.5f} eV")
print(f"length l = {bjerrum:.2f} angstrom")
print(f"c* = {c_star * per_cm3:.3e} cm^-3 = {c_star:.3e} angstrom^-3")
print(f"L* = {c_star**(-1 / 3):.2f} angstrom")
print(f"c at exponent 5/12 = {c_mid * per_cm3:.3e} cm^-3")
print("energies per defect in eV: lattice, DH, HNC")
cases = [("real 1e16", 1e16 / per_cm3), ("real 1e18", c_real), ("c*", c_star)]
cases += [(f"cell {n}x{n}x{n}", (n * cell_a)**-3) for n in (4, 3, 2)]
for name, c in cases:
    g = coupling(c)
    print(f"{name}: c {c * per_cm3:.3e} cm^-3, L {c**(-1 / 3):.1f} angstrom, "
          f"Gamma {g:.3f}")
    print(f"   {lattice_energy(c):.4f}, {dh_energy(c):.4f}, "
          f"{kT * hnc_energy(g):.4f}")
print(f"1/kappa at 1e18 cm^-3: {1 / np.sqrt(4 * pi * c_real * bjerrum):.2f} "
      "angstrom")
print(f"lattice/DH ratio at 1e18 cm^-3: "
      f"{lattice_energy(c_real) / dh_energy(c_real):.3f}")
print(f"atoms in a one-defect cell at 1e18 cm^-3: {12 / cell_a**3 / c_real:.0f}")
print(f"exp(-E/kT): DH at 1e18 {np.exp(-dh_energy(c_real) / kT):.3f}, "
      f"2x2x2 images {np.exp(-lattice_energy(c_cell) / kT):.1f}")
print(f"c* from chemical potentials: {c_star * (4 / 3)**6 * per_cm3:.3e} cm^-3")
print(f"c* with mobile compensators: "
      f"{c_star / (1 + 1 / q)**3 * per_cm3:.3e} cm^-3")
print(f"c* for eps 20 and 30: {c_star * 0.8**3 * per_cm3:.3e}, "
      f"{c_star * 1.2**3 * per_cm3:.3e} cm^-3")
print(f"polaron contact: {contact:.3f} angstrom, "
      f"{-q * coulomb / (eps * contact):.3f} eV")
print(f"paired fraction: at 1e18 {paired_fraction(c_real):.3f}, "
      f"at c* {paired_fraction(c_star):.3f}")
print(f"size term, 2x2x2, rms radius {rms:.0f} angstrom: {size_term:.4f} eV")
print(f"vacant site fraction: c* {c_star * cell_a**3 / 8:.2e}, "
      f"2x2x2 {c_cell * cell_a**3 / 8:.2e}")
print(f"rough hop barrier {barrier} eV, attempt rate {attempt:.0e} s^-1")
print(f"time to move L*: 1000 K {rearrangement_time(1000):.1e} s, "
      f"300 K {rearrangement_time(300):.1e} s")
print("tests ok")
```

Output:

```
alpha: Ewald 2.83730, direct sum 2.83730
lattice energy, q^2/(eps a): sc -0.88006, bcc -0.89593
Gamma where DH breaks the -0.9 bound: 1.080
Gamma at crossing of the two laws: 1.0327
Gamma at local exponent 5/12 (HNC): 0.890
Gamma  0.01: HNC E/kT -0.00086, DH -0.00087, exponent 0.4981
Gamma  0.10: HNC E/kT -0.02569, DH -0.02739, exponent 0.4787
Gamma  1.00: HNC E/kT -0.57043, DH -0.86603, exponent 0.4128
Gamma  4.00: HNC E/kT -2.91080, DH -6.92820, exponent 0.3736
Gamma 20.00: HNC E/kT -16.53718, DH -77.45967, exponent 0.3494
Monte Carlo E/kT: Gamma 1 -0.5741, Gamma 4 -2.9270
random/ordered energy size ratio: 0.005
inputs: q 2, eps 25, T 1000 K, lattice parameter 5.4 angstrom
e^2/(4 pi eps0) = 14.3996 eV angstrom, kT = 0.08617 eV
length l = 26.74 angstrom
c* = 1.376e+19 cm^-3 = 1.376e-05 angstrom^-3
L* = 41.73 angstrom
c at exponent 5/12 = 8.800e+18 cm^-3
energies per defect in eV: lattice, DH, HNC
real 1e16: c 1.000e+16 cm^-3, L 464.2 angstrom, Gamma 0.093
   -0.0070, -0.0021, -0.0020
real 1e18: c 1.000e+18 cm^-3, L 100.0 angstrom, Gamma 0.431
   -0.0327, -0.0211, -0.0167
c*: c 1.376e+19 cm^-3, L 41.7 angstrom, Gamma 1.033
   -0.0783, -0.0783, -0.0511
cell 4x4x4: c 9.923e+19 cm^-3, L 21.6 angstrom, Gamma 1.995
   -0.1513, -0.2103, -0.1130
cell 3x3x3: c 2.352e+20 cm^-3, L 16.2 angstrom, Gamma 2.660
   -0.2018, -0.3238, -0.1579
cell 2x2x2: c 7.938e+20 cm^-3, L 10.8 angstrom, Gamma 3.991
   -0.3026, -0.5949, -0.2502
1/kappa at 1e18 cm^-3: 54.56 angstrom
lattice/DH ratio at 1e18 cm^-3: 1.548
atoms in a one-defect cell at 1e18 cm^-3: 76208
exp(-E/kT): DH at 1e18 1.278, 2x2x2 images 33.5
c* from chemical potentials: 7.729e+19 cm^-3
c* with mobile compensators: 4.076e+18 cm^-3
c* for eps 20 and 30: 7.043e+18, 2.377e+19 cm^-3
polaron contact: 2.338 angstrom, -0.493 eV
paired fraction: at 1e18 0.053, at c* 0.389
size term, 2x2x2, rms radius 2 angstrom: 0.0153 eV
vacant site fraction: c* 2.71e-04, 2x2x2 1.56e-02
rough hop barrier 0.6 eV, attempt rate 1e+13 s^-1
time to move L*: 1000 K 2.5e-08 s, 300 K 2.9e-01 s
tests ok
```
